# Henderson's theorem proved two ways, and the conditioning of Boltzmann inversion, part 2

The problem is to recover a pair potential $u$ from the pair distribution function $g$, and to find how errors in $g$ affect $u$. There are $N$ particles in volume $V$, with $\rho=N/V$, $\beta=1/kT$ and energy $U=\sum_{i<j}u$. At fixed $N,V,T$, $g$ fixes $u$ up to a constant. For an even function $w$,
$$\Big\langle\sum_{i<j}w\Big\rangle=\frac12\rho^2V\!\int\! wg\,d\mathbf s=\frac{N\rho}{2}\int wg\,d\mathbf s.\tag{1}$$

Iterative Boltzmann inversion (IBI) towards a target $g^*$, produced by $u^*$, is $u\leftarrow u+\alpha kT\ln(g/g^*)$. With $n_k$ the number of pairs in bin $k$, $K$ the covariance matrix of the $n_k$, $D=\mathrm{diag}\langle n_k\rangle^*$ and $u=u^*+\delta u$, to first order
$$\delta\ln g=-\beta M\,\delta u,\quad M=D^{-1}K,\qquad \delta u\leftarrow(1-\alpha M)\,\delta u.\tag6$$
$M$ has the eigenvalues $\lambda_j\ge0$ of $\tilde K=D^{-1/2}KD^{-1/2}$, whose orthonormal eigenvectors are $v_j$. The amplitude $a_j=v_j^TD^{1/2}\delta u$ is multiplied by $1-\alpha\lambda_j$ per step. Apart from the constant ($\lambda=0$), all modes decay if and only if $0<\alpha<2/\lambda_{\max}$. With $\lambda_{\min}$ the smallest nonzero eigenvalue and $\kappa=\lambda_{\max}/\lambda_{\min}$, the best $\alpha=2/(\lambda_{\max}+\lambda_{\min})$ gives the worst factor $(\kappa-1)/(\kappa+1)$.

With $\rho_{\mathbf k}=\sum_je^{i\mathbf k\cdot\mathbf r_j}$ and structure factor $S(k)=\langle|\rho_{\mathbf k}|^2\rangle/N$, a cosine perturbation of wavevector $\mathbf k$, minus its weighted mean, has the Rayleigh quotient
$$R=\frac{\mathrm{Var}|\rho_{\mathbf k}|^2/4}{[N(N-2)+NS(2k)]/4-N(1-S)^2/[2(N-1)]}.\tag{7}$$
Here $\lambda_{\min}\le R$, and $R\to S(k)^2$ at large $N$ if $\rho_{\mathbf k}$ is Gaussian.

The ring example has $L=20$ sites with single occupancy, $N=10$, and $u_A=(2,0,0)\,kT$, $u_B=(1.5,0.3,-0.2)\,kT$ at distances 1, 2, 3 and zero beyond. Its eigenvalues are taken at $u_A$. The printed check compares three equal expressions for the summed relative entropies (KL) of $A$ and $B$. A separate check on $L=12$ sites finds the rank of the differences of pair-count vectors; rank 5 for 6 distances leaves only the constant free.

Below, $F$ is the free energy and $P$ the pressure.

## The spectrum in the HNC closure

The cosine has infinite range. For isotropic potentials of finite range, take the hypernetted-chain (HNC) closure of an infinite fluid as a model of the map $u\to g$. It omits the bridge function and is not exact. The condition $u\to0$ at infinity removes the constant. With $h=g-1$, the Ornstein–Zernike relation $\hat h=\hat c+\rho\hat c\hat h$ gives $\hat c=\hat h/(1+\rho\hat h)$, and differentiation with $S=1+\rho\hat h$ gives $\delta\hat c=\delta\hat h/S^2$. Vary the closure $\ln g=-\beta u+h-c$, write $\varphi=\delta\ln g$ and $\delta h=g\varphi$, and let $\mathcal F$ be the Fourier transform:
$$-\beta\,\delta u=\varphi-\delta h+\delta c=\varphi+\mathcal F^{-1}A\,\mathcal F\,g\varphi,\qquad A=S^{-2}-1.$$
For radial functions $k\hat f(k)=4\pi\int rf\sin kr\,dr$, so $\mathcal F^{-1}A\mathcal F=r^{-1}QAQ\,r$, where $Q=Q^T=Q^{-1}$ is the normalised sine transform and the factors $k$ and $4\pi$ cancel against the inverse. Multiply by $r\sqrt g$ and set $\psi=r\sqrt g\,\varphi$:
$$-\beta\,r\sqrt g\,\delta u=B\psi,\qquad B=1+\sqrt g\,QAQ\sqrt g.\tag8$$
Thus $M=(r\sqrt g)^{-1}B^{-1}(r\sqrt g)$ where $g>0$. If $u$ is adjusted and $g$ fitted on a window $\mathcal W$ of $r$, the operator is similar to the block $(B^{-1})_{\mathcal{WW}}$. Restricting the Rayleigh quotient to fewer vectors cannot lower its minimum or raise its maximum, so $\kappa$ cannot fall as the window widens.

Where $g\approx1$, $B\approx QS^{-2}Q$ and $\lambda\approx S(k)^2$, in accord with (7). At large $k$, $S\to1$, $A\to0$ and $\lambda\to1$, so short wavelengths are not damped and the small eigenvalues lie where $S$ is small. For $A_{\max}>0$ and any vector $x$, $x^TBx\le|x|^2+A_{\max}|Q\sqrt g\,x|^2\le(1+A_{\max}\,g_{\max})|x|^2$, so when $B$ is positive definite
$$\lambda_{\min}\ge\big[1+g_{\max}(S_{\min}^{-2}-1)\big]^{-1}.\tag9$$
In this closure and in the norm $\|f\|^2=\int r^2gf^2dr$, the linearised inverse from $\ln g$ to $u$ is bounded. The problem is ill-conditioned there and not ill-posed.

The core behaves differently. As $g\to0$ the rows of $B$ tend to those of the identity, so $\lambda\approx1$ for noise-free $\ln g$. But raising $u$ by $\Delta>0$ where $g$ is small changes $g$ by $g(e^{-\beta\Delta}-1)$, exactly up to normalisation for two particles and up to the change of $h-c$ in HNC. This is smaller than $g$ for any $\Delta$. Since $g\to0$ as $r\to0$ for a divergent core, a fixed $\Delta$ produces an arbitrarily small $\max|\delta g|$, and the inverse is discontinuous in the maximum norm of $g$.

## Errors and pressure

A small systematic error $\eta$ in $\ln g^*$, compatible with the fixed number of pairs, moves the fixed point to $-\beta M\delta u=\eta$, so its component along mode $j$ is amplified by $1/\lambda_j$. Sampling noise is milder. The mean of $n$ over $n_s$ independent configurations has error $\delta n$ of covariance $K/n_s$, and $\eta=D^{-1}\delta n$ gives $a_j=-v_j^TD^{-1/2}\delta n/(\beta\lambda_j)$, so
$$\mathrm{Var}\,a_j=\frac{v_j^T\tilde Kv_j}{n_s\beta^2\lambda_j^2}=\frac1{n_s\beta^2\lambda_j}.$$
On the ring, 400 data sets of 5000 samples give variances $6.0\times10^{-3}$ and $8.7\times10^{-5}$ $(kT)^2$ for the softest and stiffest modes, against $5.8\times10^{-3}$ and $9.3\times10^{-5}$. These amplifications belong to the map $u\to g$ and hold for any method that reaches the fixed point, while the rate $1-\alpha\lambda_{\min}$ belongs to IBI.

The soft modes matter for thermodynamics. To first order $\delta F=\langle\delta U\rangle$, and $P=\rho^2\partial(F/N)/\partial\rho$ at fixed $T$, so (1) gives
$$\delta P=\rho^2\frac{\partial}{\partial\rho}\Big[\frac\rho2\int g\,\delta u\,d^3r\Big].\tag{10}$$
In mean field, $g=1$, this is $\rho^2\delta\hat u(0)/2$. In that approximation the pressure responds to the long-wavelength part of $\delta u$ alone, which $\ln g$ registers with weight near $S^2$ where $g\approx1$. Beyond it the weight $\partial(\rho g)/\partial\rho$ has structure and other wavelengths contribute as well.

## Worked example: Lennard-Jones fluid in HNC

Take $u=4\varepsilon[(\sigma/r)^{12}-(\sigma/r)^6]$ at $\rho=0.85\,\sigma^{-3}$, $kT=1.5\,\varepsilon$, on a grid of spacing $0.02\,\sigma$ out to $10.24\,\sigma$. The virial pressure is $P=6.73\,\varepsilon/\sigma^3$, with $g_{\max}=2.63$, $S_{\min}=0.0732$ at $k=1.84\,\sigma^{-1}$ and $S_{\max}=2.02$ at $k_0=7.06\,\sigma^{-1}$, the extrema of $S$ being those sampled on a $k$ grid of spacing $0.307\,\sigma^{-1}$. On $k$ grids two and four times finer they become $S_{\min}=0.0731$ near $1.7$–$1.8\,\sigma^{-1}$ and $S_{\max}=2.07$ at $6.90\,\sigma^{-1}$, while $P$ and $g_{\max}$ keep the digits shown. The minimum of $S$ lies at finite $k$, below $S=0.0884$ at the smallest grid value $0.307\,\sigma^{-1}$. $B$ is positive definite at this state, and (9) gives the bound $1/[1+2.63(1/0.00536-1)]=0.00204$. All numbers in this section belong to the closure and not to the Lennard-Jones fluid itself. Simulation at this state gives $P\approx4.5\,\varepsilon/\sigma^3$ and $S\approx0.05$ for $1<k\sigma<2.3$, and within HNC $S(k\to0)=0.090$ disagrees with $kT/(\partial P/\partial\rho)=0.036$ from the virial pressure. By the estimate $\lambda\approx S^2$ the soft eigenvalues of the real fluid are about half those found below.

| window ($\sigma$) | $\lambda_{\min}$ | $\lambda_{\max}$ | $\kappa$ |
|---|---|---|---|
| 0.8–2 | 0.00739 | 1.05 | 142 |
| 0.8–3 | 0.00634 | 1.45 | 228 |
| 0.8–5 | 0.00577 | 2.48 | 430 |
| 0.8–10.2 | 0.00539 | 4.03 | 748 |

The widest window nearly fills the grid and comes close to the sampled $S_{\min}^2=0.00536$ and $S_{\max}^2=4.09$. Because it reaches the end of the grid, that row depends on the grid length, chiefly through $\lambda_{\max}$: on grids of length $20.48\,\sigma$ and $40.96\,\sigma$ the same window gives $\lambda_{\min}=0.00546$, $\lambda_{\max}=3.62$ and $\kappa=663$, well below the better resolved $S_{\max}^2=4.27$. The three narrower rows do not change with the grid length and move by less than half a percent when the spacing is halved. At $kT=3\,\varepsilon$ the pairs $(S_{\min}^2,\lambda_{\min})$ for the full range are (0.408, 0.409), (0.0751, 0.0755) and (0.00731, 0.00733) at $\rho=0.20$, 0.50 and $0.85\,\sigma^{-3}$. In all three cases $\lambda_{\min}$ is within one percent of $S_{\min}^2$. Narrowing the window from $10.2\,\sigma$ to $2\,\sigma$ lowers $\lambda_{\max}$ almost fourfold on this grid, and about 3.5-fold on the longer ones, and raises $\lambda_{\min}$ by less than 40 percent. Undamped IBI is linearly stable for the two narrower windows and unstable for the two wider ones, where $\lambda_{\max}>2$.

For the window 0.8–3$\sigma$ the limit is $\alpha<2/1.449=1.38$. At $\alpha=0.2$ the slowest mode needs $\ln10/[-\ln(1-0.2\times0.00634)]\approx1.8\times10^3$ steps per decade, and at the best $\alpha$ it needs $\ln10/\ln(229.4/227.4)=263$. Systematic errors along it are amplified by $1/\lambda_{\min}=158$. If HNC is taken to represent $D^{-1}K$, the sampling factor is $\lambda_{\min}^{-1/2}=12.6$.

The gain $\|\delta\ln g\|/\|\beta\delta u\|$ over the window, from finite differences of the nonlinear solution and matching (8), is 0.037 for the ramp $1-r/3\sigma$, 0.79 for the ramp times $\sin(k_0r)/r$, and 0.9995 for the ramp restricted to $r>\sigma$ and alternating in sign from bin to bin. Raising $u$ by $10\,\varepsilon$ at the grid points with $r<0.85\,\sigma$ changes $g$ by at most $1.09\times10^{-5}$, which equals $g(0.84\,\sigma)$ at the last such point. Since $e^{-\beta u}$ grows about tenfold between $0.84\,\sigma$ and $0.85\,\sigma$, a finer grid brings the change closer to $g(0.85\,\sigma)\approx10^{-4}$.

For $\delta u=a(1-r/3\sigma)$ on the window, the virial route gives $dP/da=10.053\,\sigma^{-3}$ and (10) gives 10.0525, so HNC respects (10) here. The mean-field value for a ramp extending to $r=0$ is $(0.85^2/2)(\pi3^3/3)=10.2\,\sigma^{-3}$. Cutting the ramp at $0.8\,\sigma$ removes $4\pi(0.8^3/3-0.8^4/12)=1.72\,\sigma^3$ from the integral and gives $9.6\,\sigma^{-3}$. This is the mean-field value for the ramp actually applied, about 5 percent below the computed response. With $a=0.1\,\varepsilon$ the pressure rises by $1.006\,\varepsilon/\sigma^3$, or $1.006/6.73=15$ percent of the HNC pressure $P$, while $\max|\delta g|=3.0\times10^{-3}$.

Nonlinear IBI from this start at $\alpha=0.2$ reduces $\max|\delta g|$ over the window to $9.4\times10^{-4}$ in 20 steps, a factor 3.2, while $\delta P$ falls by 4 percent of its initial value to $0.968\,\varepsilon/\sigma^3$. From step 100 to step 400, $\delta P$ falls from 0.855 to 0.560, a ratio of 0.65, near the factor $(1-0.2\times0.00634)^{300}=0.68$ of the slowest mode. To linear order that mode carries 70 percent of the initial $\delta P$, and the next two, with $\lambda=0.00747$ and $0.027$, carry 19 and 10 percent, which is why the observed ratio is somewhat smaller. After 400 steps $g$ matches the target within $4.1\times10^{-4}$, yet $\delta u(1.5\,\sigma)$ is still $0.034\,\varepsilon$ of the initial $0.050\,\varepsilon$ and the pressure is 8 percent above $P$. The numerical check below prints the ring results and the main HNC values on the $10.24\,\sigma$ grid.

## Calculated quantities

```
L=12, 6 distances: rank of pair-count differences, N=2..11: [5, 5, 5, 5, 5, 5, 5, 5, 5, 0]
L=20 N=10 configurations=184756; uA=[2. 0. 0.] uB=[ 1.5  0.3 -0.2] kT, rest 0
<n_k>_A = [2.4259 6.1363 4.3045 5.2181 4.756  4.9946 4.8672 4.9393 4.8939 2.4642]
sym KL=0.95109249  w.(nB-nA)=0.95109249  int Var dt=0.95109249
inversion from 3 random starts (gauge u_10=0): max error 1.4e-13 kT
eigenvalues of D^-1 K: [0.     0.0344 0.0412 0.055  0.0845 0.151  0.2775 0.5576 1.1889 2.1585]
lattice IBI mode 1 alpha=0.5000 n=50: factor 0.42012 linear 0.42012
lattice IBI mode 9 alpha=0.8802 n=20: factor 0.12158 linear 0.12158
lattice IBI mode 9 alpha=0.9729 n=20: factor 6.72755 linear 6.72750
k=2pi/L: S(k)=0.1790 S(2k)=0.1912 S^2=0.0321 Var|rho_k|^2=3.5874
Var/mean^2=1.1190 Rayleigh R=0.04461 R/S^2=1.392
noise, 5000 samples x 400: mode 1 variance 6.010e-03, 1/(n lam) 5.816e-03
noise, 5000 samples x 400: mode 9 variance 8.698e-05, 1/(n lam) 9.266e-05
HNC grid: dr=0.02 sigma, R=10.24 sigma
T=3, rho->0, r=0.5: gam/rho=1.9226, bipolar f*f=1.9226 sigma^3
T=3, rho->0, r=1.5: gam/rho=-0.2901, bipolar f*f=-0.2901 sigma^3
T=3 rho=0.20: S_min^2=0.40810 lam_min(full range)=0.40948
T=3 rho=0.50: S_min^2=0.07505 lam_min(full range)=0.07547
T=3 rho=0.85: S_min^2=0.00731 lam_min(full range)=0.00733
rho=0.85 sigma^-3, T=1.5 eps: P=6.7295 eps/sigma^3 (dr=0.01: 6.7294)
g_max=2.6318 at r=1.04 sigma; S(k=0.307)=0.0884
S_min=0.0732 at k=1.841; S_max=2.0226 at k=7.056 1/sigma
S_min^2=0.00536 S_max^2=4.0908
lower bound on lam_min = 0.00204
window 0.8-2.0 sigma: lam_min=0.00739 lam_max=1.0484 cond=141.8
window 0.8-3.0 sigma: lam_min=0.00634 lam_max=1.4493 cond=228.4
window 0.8-5.0 sigma: lam_min=0.00577 lam_max=2.4760 cond=429.5
window 0.8-10.2 sigma: lam_min=0.00539 lam_max=4.0336 cond=748.2
gain |d ln g|/|beta du| for ramp: 0.0370
gain |d ln g|/|beta du| for sin(k0 r)/r*ramp: 0.7859
gain |d ln g|/|beta du| for alternating bins: 0.9995
HNC IBI lam=0.00634 alpha=0.2000 n=50: factor 0.93850 linear 0.93849
HNC IBI lam=1.44927 alpha=1.3110 n=20: factor 0.12158 linear 0.12158
HNC IBI lam=1.44927 alpha=1.4490 n=20: factor 6.72746 linear 6.72750
alpha limit 2/lam_max=1.3800; steps per decade at alpha=0.2: 1814, at best alpha: 263
error amplification: systematic 1/lam_min=157.6, sampling 12.56
u raised 10 eps for r<0.85: g(0.84)=1.09e-05, max|dg|=1.09e-05
dP/dA for du=A(1-r/3): virial 10.0533, free energy 10.0525 sigma^-3
IBI from ramp A=0.1 eps, alpha=0.2; window 0.8-3.0 sigma
n=0: max|dg|=3.04e-03 dP=1.0058 eps/sigma^3 dP/P=0.1495 du(1.5)=0.0500 eps
n=20: max|dg|=9.42e-04 dP=0.9678 eps/sigma^3 dP/P=0.1438 du(1.5)=0.0490 eps
n=100: max|dg|=7.72e-04 dP=0.8546 eps/sigma^3 dP/P=0.1270 du(1.5)=0.0463 eps
n=400: max|dg|=4.13e-04 dP=0.5597 eps/sigma^3 dP/P=0.0832 du(1.5)=0.0344 eps
```
